# Charge Ripple of a Gaussian Sampled on a Uniform Grid: a numerical check

```python
"""
Result under test: a unit Gaussian of standard deviation sigma, centred at x0
and sampled on the grid x_j = j*h, has the grid charge
    Q(x0) = h * sum_j g(j*h - x0)
          = 1 + 2 * sum_{m>=1} q**(m*m) * cos(2*pi*m*x0/h),
    q = exp(-2*pi**2*sigma**2/h**2),
so the leading position-dependent error has amplitude 2*q.
Lengths are in nm, charge in units of e, potential in V, energy in eV.
Direct grid sums and quadrature are compared with the derived formulas.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

mp.mp.dps = 100
grid_index = np.arange(-60, 61)


def gaussian(x, sigma):
    return np.exp(-x**2 / (2 * sigma**2)) / (np.sqrt(2 * np.pi) * sigma)


def grid_charge(x0, h, sigma):
    """Direct grid sum for one centre or an array of centres."""
    centres = np.atleast_1d(x0)[:, None]
    return h * gaussian(grid_index * h - centres, sigma).sum(axis=1)


def leading_amplitude(ratio):
    """Derived amplitude; ratio is sigma/h."""
    return 2 * np.exp(-2 * np.pi**2 * ratio**2)


sigma, h, potential = 0.010, 0.020, 1.0
ratio = sigma / h
amplitude = leading_amplitude(ratio)
q = amplitude / 2
print(f"Gaussian standard deviation sigma = {sigma:.3f} nm")
print(f"grid spacing h = {h:.3f} nm, sigma/h = {ratio:.2f}")
print(f"exponent 2 pi^2 sigma^2/h^2 = {2*np.pi**2*ratio**2:.5f}")
print(f"q = {q:.6e}, leading amplitude 2q = {amplitude:.6e} e")

# Fourier transform of the Gaussian at the reciprocal grid vectors
for m in (1, 2):
    k = 2 * np.pi * m / h
    transform = quad(lambda u: gaussian(u, sigma) * np.cos(k * u),
                     -12 * sigma, 12 * sigma, epsabs=1e-13, limit=400)[0]
    assert abs(transform - q**(m * m)) < 1e-11

# Fourier coefficients of the directly summed charge, and its mean
offsets = np.arange(64) * h / 64
charges = grid_charge(offsets, h, sigma)
assert abs(charges.mean() - 1) < 1e-13
for m in (1, 2):
    coefficient = np.mean(charges * np.cos(2 * np.pi * m * offsets / h))
    assert abs(coefficient - q**(m * m)) < 1e-13
print(f"mean grid charge over x0, minus 1 = {charges.mean()-1:.1e} e")

# Whole ripple against the leading term and the remainder bound
remainder = charges - 1 - amplitude * np.cos(2 * np.pi * offsets / h)
remainder_bound = 2 * q**4 / (1 - q**5)
assert np.max(np.abs(remainder)) <= remainder_bound + 1e-14
print(f"largest remainder after leading term = {np.abs(remainder).max():.3e} e")
print(f"remainder bound 2q^4/(1-q^5) = {remainder_bound:.3e} e")

# Sums that can be followed by hand
for distance in (0, 1, 2, 3, 0.5, 1.5, 2.5):
    print(f"h*g at distance {distance:.1f} h = "
          f"{h*gaussian(distance*h, sigma):.8f} e")
q_top, q_quarter, q_mid = grid_charge(np.array([0, h / 4, h / 2]), h, sigma)
half_swing = (q_top - q_mid) / 2
assert abs(half_swing / amplitude - 1) < 1e-12
assert abs((q_quarter - 1) / (-2 * q**4) - 1) < 1e-5
print(f"Q at x0 = 0: {q_top:.8f} e")
print(f"Q at x0 = h/2: {q_mid:.8f} e")
print(f"half of Q(0)-Q(h/2) = {half_swing:.6e} e")
print(f"Q-1 at x0 = h/4: {q_quarter-1:.3e} e")

# Spurious energy and force in a constant potential
step = 1e-6
force = -potential * (grid_charge(offsets + step, h, sigma)
                      - grid_charge(offsets - step, h, sigma)) / (2 * step)
force_amplitude = potential * 2 * np.pi / h * amplitude
force_formula = force_amplitude * np.sin(2 * np.pi * offsets / h)
assert np.max(np.abs(force - force_formula)) < 1e-5 * force_amplitude
print(f"constant potential = {potential:.1f} V")
print(f"energy ripple amplitude = {1e3*potential*half_swing:.3f} meV")
print(f"largest spurious force = {np.abs(force).max():.4f} eV/nm")

# High-precision direct sums: quality of the leading term
for s in (0.2, 0.5, 1.0, 1.5):
    s_mp = mp.mpf(s)
    total = mp.fsum(mp.exp(-(j / s_mp)**2 / 2) for j in range(-60, 61))
    error = total / (mp.sqrt(2 * mp.pi) * s_mp) - 1
    q_s = mp.exp(-2 * mp.pi**2 * s_mp**2)
    excess = error / (2 * q_s) - 1
    bound = q_s**3 / (1 - q_s**5)
    assert 0 < excess <= bound * (1 + mp.mpf(10)**(-15))
    print(f"sigma/h {s:.1f}: largest error {mp.nstr(error, 5)} e, "
          f"2q {mp.nstr(2*q_s, 5)} e, rel. excess {mp.nstr(excess, 3)}")
print(f"double-precision spacing at 1 = {np.finfo(float).eps:.2e}")

# Spacing needed for a target error, from the direct sum and from the rule
target = 1e-6
ratio_rule = np.sqrt(np.log(2 / target) / 2) / np.pi
ratio_direct = brentq(lambda s: np.log((grid_charge(0, 1, s)[0] - 1) / target),
                      0.5, 1.0, xtol=1e-12)
assert abs(ratio_direct / ratio_rule - 1) < 1e-8
print(f"target error {target:.0e} e: sigma/h = {ratio_rule:.4f}, "
      f"h = {sigma/ratio_rule:.5f} nm")

# Charge lost when the grid is cut, for the halved spacing
h_fine, last_index = h / 2, 4
outside = np.abs(grid_index) > last_index
lost = h_fine * gaussian(grid_index[outside] * h_fine, sigma).sum()
lost_bound = erfc(last_index * h_fine / (np.sqrt(2) * sigma))
ripple_fine = grid_charge(0, h_fine, sigma)[0] - 1
assert ripple_fine < lost <= lost_bound
print(f"h = {h_fine:.3f} nm: ripple at x0 = 0 is {ripple_fine:.3e} e")
print(f"same h, grid cut at |j| <= {last_index}: lost charge {lost:.3e} e")
print(f"bound on lost charge = {lost_bound:.3e} e")

# Cubic grid: direct three-dimensional sum
axis = np.arange(-12, 13) * h
X, Y, Z = np.meshgrid(axis, axis, axis, indexing="ij")
density = (np.exp(-(X**2 + Y**2 + Z**2) / (2 * sigma**2))
           / (2 * np.pi * sigma**2)**1.5)
error_cubic = h**3 * density.sum() - 1
assert abs(error_cubic - ((1 + amplitude)**3 - 1)) < 1e-7
print(f"cubic grid, largest error = {error_cubic:.6f} e, "
      f"3*2q = {3*amplitude:.6f} e")

# Other width convention, exp(-x^2/w^2), with w/h equal to sigma/h above
w = ratio * h
error_w = h * np.sum(np.exp(-(grid_index * h / w)**2)) / (np.sqrt(np.pi) * w) - 1
amplitude_w = 2 * np.exp(-np.pi**2 * w**2 / h**2)
assert abs(error_w / amplitude_w - 1) < 1e-3
print(f"exp(-x^2/w^2), w/h = {w/h:.2f}: largest error {error_w:.5f} e, "
      f"leading {amplitude_w:.5f} e")

# Cause of the ripple: a unit sinc^4 charge has no spectrum above 4*pi/b
long_index = np.arange(-20000, 20001)
swings = {}
for b in (2.5, 1.5):
    values = [1.5 / b * np.sum(np.sinc((long_index - x) / b)**4)
              for x in np.linspace(0, 1, 21)]
    swings[b] = (max(values) - min(values)) / 2
    print(f"sinc^4 charge, b/h = {b}: spectral edge/(2 pi/h) = {2/b:.3f}, "
          f"half swing {swings[b]:.2e} e")
assert swings[2.5] < 1e-10
assert swings[1.5] > 0.05

print("all good")
```

Running it gives:

```
Gaussian standard deviation sigma = 0.010 nm
grid spacing h = 0.020 nm, sigma/h = 0.50
exponent 2 pi^2 sigma^2/h^2 = 4.93480
q = 7.191883e-03, leading amplitude 2q = 1.438377e-02 e
mean grid charge over x0, minus 1 = 0.0e+00 e
largest remainder after leading term = 5.351e-09 e
remainder bound 2q^4/(1-q^5) = 5.351e-09 e
h*g at distance 0.0 h = 0.79788456 e
h*g at distance 1.0 h = 0.10798193 e
h*g at distance 2.0 h = 0.00026766 e
h*g at distance 3.0 h = 0.00000001 e
h*g at distance 0.5 h = 0.48394145 e
h*g at distance 1.5 h = 0.00886370 e
h*g at distance 2.5 h = 0.00000297 e
Q at x0 = 0: 1.01438377 e
Q at x0 = h/2: 0.98561624 e
half of Q(0)-Q(h/2) = 1.438377e-02 e
Q-1 at x0 = h/4: -5.351e-09 e
constant potential = 1.0 V
energy ripple amplitude = 14.384 meV
largest spurious force = 4.5188 eV/nm
sigma/h 0.2: largest error 0.99473 e, 2q 0.90808 e, rel. excess 0.0954
sigma/h 0.5: largest error 0.014384 e, 2q 0.014384 e, rel. excess 3.72e-7
sigma/h 1.0: largest error 5.3506e-9 e, 2q 5.3506e-9 e, rel. excess 1.91e-26
sigma/h 1.5: largest error 1.0295e-19 e, 2q 1.0295e-19 e, rel. excess 1.36e-58
double-precision spacing at 1 = 2.22e-16
target error 1e-06 e: sigma/h = 0.8573, h = 0.01166 nm
h = 0.010 nm: ripple at x0 = 0 is 5.351e-09 e
same h, grid cut at |j| <= 4: lost charge 2.986e-06 e
bound on lost charge = 6.334e-05 e
cubic grid, largest error = 0.043775 e, 3*2q = 0.043151 e
exp(-x^2/w^2), w/h = 0.50: largest error 0.16971 e, leading 0.16961 e
sinc^4 charge, b/h = 2.5: spectral edge/(2 pi/h) = 0.800, half swing 3.33e-16 e
sinc^4 charge, b/h = 1.5: spectral edge/(2 pi/h) = 1.333, half swing 6.25e-02 e
all good
```
